# Entropic and inverse-square step repulsions do not simply add

## What scaling fixes, and what it leaves open

A vicinal surface carries a train of steps of equal sign that run, on average, along $y$ and have mean spacing $l=1/\rho$ along $x$. Let step $i$ follow the path $x_i(y)$. For small meander slopes the energy is

$$
\mathcal E=\int dy\Big[\sum_i \frac b2\Big(\frac{dx_i}{dy}\Big)^2+\sum_{i<j}\frac{A}{(x_i-x_j)^2}\Big],\qquad A\ge 0,
$$

where $b$ is the step stiffness (energy per length) and $A$ (energy times length) measures the elastic or dipolar repulsion, taken between points of equal $y$. Steps may not cross. The energy of an isolated step, including its own wandering, gives a free energy per area proportional to $\rho$ and is set aside. We want the remainder, $f_3$, which comes from the steps confining and repelling one another.

The statistical weight $e^{-\mathcal E/kT}$ contains only $b/kT$ and $A/kT$. Because the stretching energy is quadratic in $dx/dy$, lengths along $x$ and $y$ can be given independent units $X$ and $Y$. Then $b/kT$ has unit $Y/X^2$, $A/kT$ has unit $X^2/Y$, $\rho$ has unit $1/X$, and $f_3/kT$ has unit $1/(XY)$. The one dimensionless group is

$$
a=\frac{Ab}{(kT)^2},\qquad\text{so that}\qquad f_3=\frac{(kT)^2}{b}\,\rho^3\,\Phi(a).
$$

Wandering steps without energetic repulsion ($a=0$) and straight steps with it therefore both give a $\rho^3$ law. This makes it tempting to add the two coefficients, that is, to take $\Phi(a)=\Phi(0)+\text{const}\cdot a$. Scaling does not say so, and two steps are enough to refute it.

## Counter-example: two steps at $a=2$

**From paths to an operator.** Cut the steps into slices of length $dy$. In one slice a free step moves by $\Delta x$ with weight $\exp[-b(\Delta x)^2/(2kT\,dy)]$, a Gaussian of variance $kT\,dy/b$. Smearing a function with a Gaussian of variance $\sigma^2$ is the action of $\exp(\tfrac12\sigma^2\partial_x^2)$. Including the repulsion, a thin slice acts as $e^{-H\,dy/kT}$ with

$$
H=-\frac{(kT)^2}{2b}\sum_i\partial_{x_i}^2+\sum_{i<j}\frac{A}{(x_i-x_j)^2}.
$$

For long steps the lowest eigenvalue $E$ of $H$ dominates the path sum, and $E$ is the free energy per length along $y$.

**The ring.** Put $N$ steps on a circumference $L=N/\rho$ and let each step interact with all periodic images of the others. Taking $-d^2/dx^2$ of the logarithm of the product $\sin(\pi x/L)=(\pi x/L)\prod_{n\ge1}[1-x^2/(nL)^2]$ gives

$$
\sum_{n=-\infty}^{\infty}\frac1{(x+nL)^2}=\frac{(\pi/L)^2}{\sin^2(\pi x/L)} .
$$

A step and its own images keep fixed distances. They would add the constant $\pi^2A/(6L^2)$ per step, which is smaller than the energy per step found below by a factor of order $1/N^2$; it is dropped. With $q_i=\pi x_i/L$,

$$
H=\frac{(kT)^2}{2b}\Big(\frac{\pi}{L}\Big)^2\hat h,\qquad
\hat h=-\sum_i\partial_{q_i}^2+2a\sum_{i<j}\frac1{\sin^2(q_i-q_j)} .
$$

**Three energies.** For two steps the lowest state depends on $r=q_1-q_2$ alone, with $0<r<\pi$. Each of the two second derivatives becomes $\partial_r^2$, so

$$
\hat h=-2\,\partial_r^2+\frac{2a}{\sin^2 r}.
$$

- Entropic part alone, $a=0$: non-crossing requires the state to vanish at $r=0$ and $r=\pi$. The lowest one is $\sin r$, with energy $2$.
- Energetic part alone: straight steps sit where $2a/\sin^2r$ is least, at $r=\pi/2$. The energy is $2a=4$.
- Both together, $a=2$: try $\varphi=\sin^2r$. Since $\varphi''=2\cos^2r-2\sin^2r=2-4\sin^2r$,

$$
\hat h\varphi=-4+8\sin^2r+\frac{4}{\sin^2r}\sin^2r=8\,\varphi .
$$

The path weights are positive, so the lowest state has one sign. Eigenfunctions of different energy are orthogonal, and two functions of one sign cannot be. Hence the positive function $\varphi$ is the lowest state, and its energy is $8$, not $2+4=6$. The excess is one third of the sum.

**Where the missing third sits.** Far from the ends of the steps, the paths on either side of a slice each contribute a factor $\varphi$, so the spacing is distributed as $\varphi^2=\sin^4r$. The mean interaction is

$$
\Big\langle\frac4{\sin^2r}\Big\rangle=4\,\frac{\int_0^\pi\sin^2r\,dr}{\int_0^\pi\sin^4r\,dr}=4\cdot\frac{\pi/2}{3\pi/8}=\frac{16}3 ,
$$

against $4$ for straight steps. The remainder is $8-\tfrac{16}3=\tfrac83$, against $2$ for free wandering. Each part has grown by a third. Equal spacing has the least repulsion on this ring, so every excursion from it costs energy; the repulsion in turn restricts the wandering. The remainder is a free energy (stretching energy minus $T$ times entropy, relative to isolated steps), not the elastic energy of bent steps.

**In laboratory units.** Take $T=1200$ K ($kT=0.10341$ eV), $b=0.30$ eV/nm and $l=10$ nm, so $L=20$ nm. Then

$$
E=\frac{0.10341^2}{2\times0.30}\Big(\frac{\pi}{20}\Big)^2\times8\ \text{eV/nm}=3.518\ \text{meV/nm}.
$$

A direct numerical path sum for these two steps, with slices of 0.1 nm and no use of $\varphi$, gives 3.5179 meV/nm. The additive rule gives three quarters of this.

## The correct statement

In this model, for any $a\ge0$ and in the limit of many steps,

$$
f_3=\frac{\pi^2(kT)^2}{6b}\,\lambda^2\rho^3,\qquad \lambda=\frac{1+\sqrt{1+4a}}2 .
$$

In units of $\pi^2(kT)^2/(6b)$, the entropic coefficient alone is $1$, the energetic one alone is $a$, and the full one is $\lambda^2$. Since $\lambda$ solves $\lambda(\lambda-1)=a$,

$$
\lambda^2=a+\lambda=(1+a)+(\lambda-1).
$$

The sum falls short by $\lambda-1$, which is positive for every $a>0$. At $a=2$, $\lambda=2$ and the comparison is $4$ against $3$.

## Proof

**An identity for cotangents.** Write $c_{ij}=\cot(q_i-q_j)$ and $S=\sum_{i<j}1/\sin^2(q_i-q_j)$. If $\alpha+\beta+\gamma=0$, then

$$
\cot\gamma=-\cot(\alpha+\beta)=\frac{1-\cot\alpha\cot\beta}{\cot\alpha+\cot\beta},
$$

hence $\cot\alpha\cot\beta+\cot\beta\cot\gamma+\cot\gamma\cot\alpha=1$. For three steps $i,j,k$ set $\alpha=q_i-q_j$, $\beta=q_j-q_k$, $\gamma=q_k-q_i$. Because the cotangent is odd,

$$
c_{ij}c_{ik}+c_{ji}c_{jk}+c_{ki}c_{kj}=-(\cot\alpha\cot\gamma+\cot\alpha\cot\beta+\cot\gamma\cot\beta)=-1 .
$$

Now expand $\sum_i\big(\sum_{j\ne i}c_{ij}\big)^2$. The squares give $2\sum_{i<j}(1/\sin^2-1)=2S-N(N-1)$. The cross terms contain each product twice, so each of the $N(N-1)(N-2)/6$ triples gives $-2$. Together,

$$
\sum_i\Big(\sum_{j\neq i}c_{ij}\Big)^2=2S-C_N,\qquad
C_N=N(N-1)\Big[1+\frac{N-2}3\Big]=\frac{N(N^2-1)}3. \tag{1}
$$

**Energetic part alone.** The left side of (1) is not negative, so $2aS\ge aC_N$ for any positions. For equal spacing, steps on opposite sides cancel in each sum $\sum_jc_{ij}$, and the bound is reached. Straight steps thus have the least energy $aC_N$.

**Full problem.** Take

$$
\Psi=\prod_{i<j}|\sin(q_i-q_j)|^\lambda .
$$

Then $\partial_{q_i}\Psi=\lambda\Psi\sum_jc_{ij}$. Differentiating again, with $d\cot q/dq=-1/\sin^2q$,

$$
\frac{\partial_{q_i}^2\Psi}{\Psi}=\lambda^2\Big(\sum_{j\ne i}c_{ij}\Big)^2-\lambda\sum_{j\neq i}\frac1{\sin^2(q_i-q_j)} .
$$

Sum over $i$; the last term counts each pair twice. With (1),

$$
\frac1\Psi\sum_i\partial_{q_i}^2\Psi=\lambda^2(2S-C_N)-2\lambda S=2\lambda(\lambda-1)S-\lambda^2C_N .
$$

If $\lambda(\lambda-1)=a$, the interaction $2aS$ cancels the first term and $\hat h\Psi=\lambda^2C_N\Psi$. Of the two roots, the smaller is zero or negative and does not let $\Psi$ vanish when two steps touch; for $a>0$ it would also make the mean repulsion infinite. Non-crossing selects the larger root. $\Psi$ is positive for ordered steps and is therefore the lowest state, as before.

**Entropic part alone.** Setting $a=0$ gives $\lambda=1$ and energy $C_N$.

The three energies are $C_N$, $aC_N$ and $\lambda^2C_N$ for every $N\ge2$, so the two-step ratio $4/3$ was no accident of small numbers. Diagonalization for three steps at $a=2$, on rings of 45, 90 and 180 sites extrapolated to zero site spacing and without $\Psi$, gives 8.000 for free steps and 32.000 for the full problem; straight steps have 16.

**Many steps.** Restore the units and divide by $L$:

$$
\frac EL=\frac{(kT)^2}{2b}\,\frac{\pi^2}{L^3}\,\lambda^2\,\frac{N(N^2-1)}3\;\longrightarrow\;\frac{\pi^2(kT)^2}{6b}\lambda^2\rho^3 .
$$

For straight steps this agrees with the direct sum $\rho\sum_{n\ge1}A/(nl)^2=\pi^2A\rho^3/6$, which is $a$ times the unit. $\blacksquare$

**Why the sign is fixed.** The wandering part of $\hat h$ has mean value at least $C_N$ in any non-crossing state, and the interaction has mean value at least $aC_N$. The full energy cannot be below their sum. Equality would need steps that are equidistant with certainty and also wander freely, which no state provides.

## Size and limits of the excess

With $u=\lambda-1$ we have $a=u(1+u)$, so the excess relative to the additive value is

$$
\frac{\lambda-1}{1+a}=\frac{u}{1+u+u^2}=\frac1{1+u+1/u}\le\frac13 ,
$$

because $u+1/u\ge2$, with equality at $u=1$. The value $a=2$ is thus the worst case for the additive rule in relative terms. Diagonalizing the two-step problem gives relative excesses of 0.244, 0.309, 0.333, 0.312 and 0.264 at $a=0.5$, 1, 2, 4 and 8.

**Weak repulsion.** For $a\ll1$, $\lambda\approx1+a$ and $\lambda^2\approx1+2a$. The energetic term enters with twice its straight-step weight, since to first order it is averaged over freely wandering steps.

**Strong repulsion.** For $a\gg1$, $\lambda^2\approx a+\sqrt a$. The relative excess falls as $1/\sqrt a$, but the absolute excess grows. Its origin is the small vibration of steps about equal spacing. To see this, use the operator $-\sum\partial_{x_i}^2+2a\sum1/x_{ij}^2$, in which the full result is $\pi^2\lambda^2/(3l^2)$ per step. The pair term has second derivative $12a/x^4$, so a displacement wave with phase $\theta$ per step is an oscillator $-\partial_v^2+w^2v^2$, whose lowest energy is $w$, with

$$
w^2=\frac{12a}{l^4}\,G(\theta),\qquad G(\theta)=\sum_{n\ge1}\frac{1-\cos n\theta}{n^4}.
$$

Start from the Fourier series $\sum\sin n\theta/n=(\pi-\theta)/2$ on $0<\theta<2\pi$. Integrating once, with $\sum1/n^2=\pi^2/6$, gives $G''=\sum\cos n\theta/n^2=\pi^2/6-\pi\theta/2+\theta^2/4$. Two more integrations from $G(0)=G'(0)=0$ give

$$
G=\frac{\pi^2\theta^2}{12}-\frac{\pi\theta^3}{12}+\frac{\theta^4}{48}=\frac{\theta^2(2\pi-\theta)^2}{48},
\qquad w=\frac{\sqrt a}{2l^2}\,\theta(2\pi-\theta).
$$

The mean of $\theta(2\pi-\theta)$ over the interval is $2\pi^2/3$, so the mean of $w$ is $\pi^2\sqrt a/(3l^2)$ per step: the term $\sqrt a$ in $\lambda^2$. In this limit wandering thus adds $\sqrt a$ to the straight-step value $a$, not the free-step value $1$. The lowest energy of an oscillator is half potential energy, so half of this $\sqrt a$ is additional interaction energy, and the other half is stretching energy minus $T$ times entropy.

**Division at any $a$.** The derivative of the lowest energy with respect to $a$ is the mean of $\partial\hat h/\partial a=2S$, because the normalized state is stationary. From $a=\lambda^2-\lambda$ we have $da=(2\lambda-1)\,d\lambda$, so in units of $C_N$

$$
\text{interaction}=a\frac{d\lambda^2}{da}=a\,\frac{2\lambda}{2\lambda-1},\qquad
\text{remainder}=\lambda^2-\frac{2\lambda^2(\lambda-1)}{2\lambda-1}=\frac{\lambda^2}{2\lambda-1}.
$$

At $\lambda=2$ these are $8/3$ and $4/3$. Random sampling of $\Psi^2$ for sixteen steps gives $2.670\pm0.006$ for the first. The two enhancement factors, $2\lambda/(2\lambda-1)$ and $\lambda^2/(2\lambda-1)$, are equal only at $\lambda=2$. For weaker repulsion the interaction part is enhanced more, for stronger repulsion the wandering part.

## A silicon-like vicinal surface

Keep $T$, $b$ and $l$ as above and choose $A$ so that $a=2$:

$$
A=\frac{2\times0.10341^2}{0.30}\ \text{eV nm}=0.0713\ \text{eV nm},\qquad
\frac{\pi^2(kT)^2}{6b}=0.0586\ \text{eV nm}.
$$

With $\rho^3=10^{-3}\ \text{nm}^{-3}$, the cubic free energy is $4\times0.0586=0.235$ meV/nm², where the additive rule gives 0.176 meV/nm². A double-layer step on silicon (111) has height $h=0.314$ nm. In terms of the slope $s=h\rho=0.031$, the term is $g\,s^3$ with

$$
g=\frac{4\times0.0586\ \text{eV nm}}{h^3}=7.6\ \text{eV/nm}^2=1.22\ \text{J/m}^2,
$$

against 5.7 eV/nm² (0.91 J/m²) from addition.

The error also runs backwards. Suppose $g$, $b$ and $T$ are known and $A$ is wanted. The additive rule returns $a=\lambda^2-1=3$ instead of $2$, so $A=0.107$ eV nm, too large by half. In general the inferred $A$ is too large by the factor $(\lambda^2-1)/[\lambda(\lambda-1)]=1+1/\lambda$, which approaches two for weak repulsion. The correct inversion takes $\lambda$ from the measured coefficient and then $a=\lambda(\lambda-1)$.

**Beside the real surface.** The parameters are rough values in the regime of hot Si(111); $A$ was chosen, not measured. Several simplifications can be sized, each with the other parameters held fixed.

- Real steps move by atomic rows, 0.333 nm apart here. If a step hops one row at a time, at any point along $y$, the free energy of three steps on 90 such rows changes by $-0.04\,\%$ and the relative excess stays at 0.333. That hopping picture is itself an idealization: with these $b$ and $T$ the mean-square displacement per atomic site (0.384 nm along the step) is 1.2 rows squared, more than one single-row kink per site can supply, so a lattice step of this stiffness needs kinks several rows high. Kinks confined to atomic sites, or several rows high, can shift the excess by a few per cent of its value at this spacing if two steps may not share a row, and by more than a tenth if free steps may touch.
- A further repulsion $Ad/x^3$, with $d$ assumed to be one row spacing, would add about 3 % of the cubic free energy to first order. It scales as $\rho^4$, so it leaves the cubic coefficient unchanged but can distort a fit at finite slope. Its true size and sign are not known here.
- At 1100 K and 1300 K, $a$ becomes 2.38 and 1.70, and the relative excess is 0.332 in both cases: near its maximum it is insensitive to $a$. On a real surface $b$ and $A$ vary with temperature too, and Si(111) changes its reconstruction between these two temperatures.

**When wandering has room.** A free step spreads as $\langle(\Delta x)^2\rangle=kT\,y/b$ and covers one spacing over the collision length

$$
y_c=\frac{l^2b}{kT}=\frac{100\times0.30}{0.10341}\ \text{nm}\approx290\ \text{nm}.
$$

If steps are pinned at much shorter intervals, the entropic part is not developed and the formula fails. The approach to the formula is slow: for the two-step ring above, pinned at equal spacing and measured against isolated steps pinned the same way, the free energy is 0.55, 0.84 and 0.94 of the formula value for pinning intervals of 30, 290 and 1000 nm (straight steps give 0.5). The formula needs free lengths well above $y_c$. Over $y_c$ the meander slope is $l/y_c=kT/(bl)=0.034$. Confined steps wander less far: the terrace width spreads by about 3 nm, a distance a free step covers in about 30 nm, so the slope on that scale is about 0.1. This is still small, which supports the quadratic stretching energy. Over atomic lengths the slope is of order one, so $b$ must be read as a coarse-grained stiffness. The repulsion really acts between all points of two steps; using equal-$y$ distances instead is an approximation of the model, and its error is not estimated here.

**Growth spirals.** The result describes equilibrium. Applying it to a spiral is an approximation, most plausible in outer turns whose radius is large compared with $y_c$ and whose fluctuations have had time to relax since the turn left the centre. If attachment at the step limits the motion, an isolated step obeys $\partial_tx=(\Gamma b/kT)\,\partial_y^2x$, with mobility $\Gamma$. A meander of wavelength $y_c$ then decays at the rate $(\Gamma b/kT)(2\pi/y_c)^2$. For this to match one layer per 10 s,

$$
\Gamma=\frac{kT}{b}\Big(\frac{y_c}{2\pi}\Big)^2\frac1{10\ \text{s}}\approx73\ \text{nm}^3/\text{s}.
$$

This value sets a scale, not a threshold. With a mobility well above it, such meanders relax within the time of one layer; with a smaller one they may need several layer times. A uniform advance does not by itself change the distances between steps. Growth can, however, make steps interact through the adatoms they share, and this kinetic interaction is absent from $f_3$. How far it would shift an apparent coefficient is not estimated here.

The computed values are collected in the numerical output below.

## Computed results

```
temperature: 1200 K, kT = 0.10341 eV
step stiffness b: 0.30 eV/nm
mean step spacing l: 10.0 nm
step height h: 0.3136 nm; row spacing: 0.3326 nm
surface slope h/l: 0.03136 (angle 1.80 degrees)
dimensionless repulsion a: 2.0; exponent lambda: 2.0000
repulsion strength A: 0.07129 eV nm
unit pi^2 (kT)^2/(6b): 0.05863 eV nm
cubic coefficient, exact: 7.607 eV/nm^2 = 1.219 J/m^2
cubic coefficient, additive: 5.706 eV/nm^2 = 0.914 J/m^2
cubic free energy per area, exact: 0.2345 meV/nm^2
cubic free energy per area, additive: 0.1759 meV/nm^2
A inferred with the additive rule: 0.10693 eV nm (ratio to true A 1.500)
two steps, path sum: 3.51787 meV/nm; formula: 3.51793 meV/nm
two steps, a = 0.5: relative excess 0.2440
two steps, a = 1.0: relative excess 0.3090
two steps, a = 2.0: relative excess 0.3333
two steps, a = 4.0: relative excess 0.3123
two steps, a = 8.0: relative excess 0.2636
three steps, free lines (dimensionless): 8.0000
three steps, straight (dimensionless): 16.0000
three steps, full problem (dimensionless): 32.0000
three steps, full/additive: 1.3333
three steps, interaction part in ring units: 2.6667
three steps, wandering part in ring units: 1.3333
sixteen steps, sampled interaction part: 2.6698 +/- 0.0058; formula 2.6667
sixteen steps, terrace width standard deviation: 3.22 nm
atomic rows, three steps on 90 rows: free energy change -0.038 %
relative excess on those rows: 0.3330
added A*row/x^3 term, first-order share: 2.92 %
at 1100 K, same A and b: a = 2.380, relative excess 0.3319
at 1300 K, same A and b: a = 1.704, relative excess 0.3320
collision length along a step l^2 b/kT: 290 nm
typical meander slope l/collision length: 0.0345
step mobility needed for 10 s per layer: 73 nm^3/s
```
